# Green's Function Monte Carlo on a Lattice: Stochastic Matrix, Weights and Signs

## 1. The situation

Four electrons on a chain of six sites can be arranged in a few hundred ways, and the ground state follows from diagonalizing a small matrix. At a fixed number of electrons per site, the number of arrangements grows exponentially with the length of the chain, and soon the state vector cannot be stored. One column of the Hamiltonian remains easy to handle, because from a given arrangement a single hop leads to only a few others. A random walk needs just such local information. The question is how to turn repeated multiplication by a Hamiltonian into a random walk, and when the resulting "probabilities" really are probabilities.

**Setting.** The configurations $x$ form a finite set with at least two members. The Hamiltonian $H(x',x)$ is real and symmetric, with eigenvalues $E_0\le E_1\le\dots\le E_{\max}$. The set is connected: nonzero off-diagonal elements link any two configurations, possibly through others. The guiding function $\psi(x)$ is real and nowhere zero. The algebra is in atomic units; numbers are in eV.

## 2. From projection to a kernel

Choose a constant $\Lambda$ and iterate

$$\phi_{n+1}=(\Lambda-H)\phi_n,\qquad \phi_0=\psi .$$

An eigenvector of $H$ with energy $E_k$ is multiplied by $\Lambda-E_k$ at each step. If $\Lambda-E_0$ is the largest of these factors in magnitude and $\psi$ overlaps the ground state, the ground state comes to dominate.

Instead of $\phi_n$, follow the product $f_n(x)=\psi(x)\phi_n(x)$. Multiply the iteration by $\psi(x')$ and insert $\phi_n(x)=f_n(x)/\psi(x)$:

$$f_{n+1}(x')=\sum_x G(x',x)f_n(x),\qquad
G(x',x)=\psi(x')\,\frac{\Lambda\delta_{x'x}-H(x',x)}{\psi(x)} .$$

The right argument is the old configuration and the left one is the new. In a stochastic matrix with this convention, every column sums to one. The columns of $G$ sum to

$$b(x)=\sum_{x'}G(x',x)=\Lambda-E_L(x),\qquad
E_L(x)=\frac{1}{\psi(x)}\sum_{x'}\psi(x')H(x',x),$$

because the $\delta$ term contributes $\Lambda\psi(x)/\psi(x)=\Lambda$. The quantity $E_L$ is the local energy. Dividing each column by its sum gives the factorization

$$G(x',x)=p(x'|x)\,b(x),\qquad p(x'|x)=\frac{G(x',x)}{\Lambda-E_L(x)} .$$

The matrix $p$ says where to go, and $b$ says by how much to multiply the weight of the walk. If $\psi$ is the ground state, $E_L(x)=E_0$ everywhere and the weights do not fluctuate.

## 3. When the factorization is a random walk

We need $p\ge0$ and $b>0$, which requires every element of $G$ to be nonnegative. There are two kinds of element.

*Off the diagonal*, $G(x',x)=-\psi(x')H(x',x)/\psi(x)$. Multiplication by $\psi(x)^2>0$ does not change its sign, so the requirement is

$$\textbf{(S)}\qquad \psi(x')H(x',x)\psi(x)\le 0\quad\text{for all }x'\neq x .$$

*On the diagonal*, $\psi$ cancels and $G(x,x)=\Lambda-H(x,x)$, so

$$\textbf{(L)}\qquad \Lambda\ge\max_x H(x,x).$$

These conditions are also sufficient. Each $x$ has at least one neighbour, so its column has a strictly positive element and $b(x)>0$.

Positive weights alone do not suffice. Under (S),

$$E_L(x)=H(x,x)+\sum_{x'\ne x}\frac{\psi(x')H(x',x)}{\psi(x)}<H(x,x),$$

since no term of the sum is positive and at least one is negative. A $\Lambda$ between $\max E_L$ and $\max H(x,x)$ therefore gives positive $b$ everywhere, yet a negative "probability" of staying at some $x$.

Condition (L) can be met only if the diagonal of $H$ is bounded above, as it is on a finite set.

## 4. Energies from weighted walks

Draw $x_0$ from $\psi^2$, normalized to one, and move with $p$. Writing out $f_n=G^nf_0$ with $f_0=\psi^2$ gives

$$f_n(x_n)=\sum_{x_0,\dots,x_{n-1}}\left[\prod_{i=0}^{n-1}p(x_{i+1}|x_i)\right]\left[\prod_{i=0}^{n-1}b(x_i)\right]\psi(x_0)^2 .$$

The first bracket, together with $\psi(x_0)^2$, is the probability of the path. The second is its weight $W_n$. Hence $\langle W_n\rangle=\sum_x f_n(x)=\langle\psi|\phi_n\rangle$. Likewise

$$\langle W_nE_L(x_n)\rangle=\sum_x\psi(x)\phi_n(x)E_L(x)
=\sum_{x,x'}\psi(x')H(x',x)\phi_n(x)=\langle\psi|H|\phi_n\rangle .$$

The ratio is the projected energy

$$\mathcal E_n=\frac{\langle W_nE_L(x_n)\rangle}{\langle W_n\rangle}
=\frac{\langle\psi|H(\Lambda-H)^n|\psi\rangle}{\langle\psi|(\Lambda-H)^n|\psi\rangle}.$$

In practice both averages are taken over a finite number of walks. At each step a walk needs only the neighbours of its present configuration: compute $E_L$, multiply the weight by $\Lambda-E_L$, and choose the next configuration from $p$.

**What happens without weights.** Multiply $p(x'|x)$ by $\psi(x)^2b(x)$:

$$p(x'|x)\,\psi(x)^2b(x)=\psi(x')\left[\Lambda\delta_{x'x}-H(x',x)\right]\psi(x).$$

The right side is symmetric in $x$ and $x'$. This is detailed balance, so $\pi(x)\propto\psi(x)^2b(x)$ is stationary under $p$. Moreover, since $H$ is symmetric, $\psi b=(\Lambda-H)\psi=\phi_1$, so $\pi\propto\psi\phi_1$. The average of $E_L$ over $\pi$ is therefore $\mathcal E_1$. An unweighted walk in equilibrium has the energy of one projection step, however long it runs. The accumulated weights carry the rest of the projection.

## 5. Why the ground state wins

Assume (S) and (L). Let $s(x)=\pm1$ be the sign of $\psi(x)$ and define

$$A(x',x)=s(x')\left[\Lambda\delta_{x'x}-H(x',x)\right]s(x)\ge0 .$$

This symmetric matrix has the eigenvalues $\mu_k=\Lambda-E_k$. Let $\lambda$ be the largest $|\mu_k|$, and $u$ a normalized eigenvector whose eigenvalue is $+\lambda$ or $-\lambda$. Then

$$\lambda=|\langle u|A|u\rangle|\le\langle|u|\,|A|\,|u|\rangle\le\mu_0\le\lambda .$$

The first inequality holds because $A\ge0$, and the second is the variational principle for the largest eigenvalue. All members are thus equal, which has four consequences.

1. $\Lambda-E_0=\lambda$, and $|u|$ is an eigenvector for it.
2. $|u|$ has no zeros. If $|u|(x)=0$, the eigenvalue equation at $x$ reads $0=\sum_yA(x,y)|u|(y)$, so $|u|$ vanishes on all neighbours of $x$, and by connectedness everywhere, which is impossible.
3. If $u$ belongs to $+\lambda$, equality requires $u(x)u(y)>0$ on every link, so $u$ has one sign throughout. Two such vectors cannot be orthogonal, so the ground state is nondegenerate. Since $s\psi=|\psi|$ is also positive, $\psi$ overlaps with it.
4. If $u$ belongs to $-\lambda$, equality requires $u(x)u(y)<0$ wherever $A(x,y)>0$. One positive diagonal element $A(x,x)$ would demand $u(x)^2<0$. So if $\Lambda>H(x,x)$ for at least one $x$, the value $-\lambda$ does not occur.

With that strict inequality for one $x$, $|\Lambda-E_k|<\Lambda-E_0$ for all $k>0$, and the projection converges.

The same argument applies to $p$. The matrix $\pi(x')^{-1/2}p(x'|x)\pi(x)^{1/2}$ is symmetric by detailed balance, and it is nonnegative and connected. Its positive eigenvector $\pi^{1/2}$ has eigenvalue 1. A positive vector cannot be orthogonal to the positive leading eigenvector, so 1 is the leading eigenvalue, and it is nondegenerate. If $\Lambda>H(x,x)$ for one $x$, then $p(x|x)>0$ there and the eigenvalue $-1$ is excluded as in point 4, so the unweighted walk does settle into $\pi$.

**A case that fails.** Take one particle on two sites with $H(1,2)=H(2,1)=-t$, zero diagonal, $t=1$ eV, $\psi=(1,2)$ and $\Lambda=0$. Both (S) and (L) hold, but $\Lambda=H(x,x)$ for both sites. The particle hops at every step, and $(\Lambda-H)^2=t^2$. For even $n$ the operator is a constant, so $\mathcal E_n=\langle\psi|H|\psi\rangle/\langle\psi|\psi\rangle=-4/5=-0.80$ eV. For odd $n$ one factor $-H$ remains, and

$$\mathcal E_n=\frac{\langle\psi|H(-H)|\psi\rangle}{\langle\psi|(-H)|\psi\rangle}=-\frac{5}{4}\ \text{eV}=-1.25\ \text{eV}.$$

The energy alternates forever around $E_0=-1$ eV. It also lies below $E_0$ for odd $n$, so $\mathcal E_n$ is not an upper bound for every $n$.

**Rate of convergence.** For normalized $\psi$ let $c_k$ be its squared overlap with eigenvector $k$. Then

$$\mathcal E_n-E_0=\frac{\sum_kc_k(E_k-E_0)\mu_k^n}{\sum_kc_k\mu_k^n}.$$

For even $n$ all terms are nonnegative. The denominator is at least $c_0\mu_0^n$. With $r=\max_{k>0}|\mu_k|/\mu_0$, the numerator is at most $r^n\mu_0^n\sum_kc_k(E_k-E_0)$, and this last sum is $\mathcal E_0-E_0$. Hence

$$0\le\mathcal E_n-E_0\le\frac{r^n}{c_0}(\mathcal E_0-E_0)\qquad(n\text{ even}).$$

When the first excited state sets $r$,

$$r=\frac{\Lambda-E_1}{\Lambda-E_0}=1-\frac{E_1-E_0}{\Lambda-E_0},$$

so in this case a $\Lambda$ larger than needed slows the projection per step. When the highest state sets $r$ instead, $r=(E_{\max}-\Lambda)/(\Lambda-E_0)$, and raising $\Lambda$ lowers it.

## 6. Worked example: an open Hubbard chain

Take six sites in a row with two spin-up and two spin-down electrons. A hop to a neighbouring site has amplitude $t=1$ eV, and a doubly occupied site costs $U=4$ eV. There are $15\times15=225$ configurations.

*Signs.* Define each basis state by creation operators ordered by site, first for spin up and then for spin down. A hop to a neighbouring empty site cannot change the order of electrons of equal spin. A hopping term contains two operators of one spin, so passing the other spin species gives no sign. Every off-diagonal element is therefore $-t$ or zero, and a positive $\psi$ satisfies (S).

*Guide.* Use

$$\psi(x)=D_\uparrow(x)\,D_\downarrow(x)\,g^{d(x)},\qquad g=0.5,$$

where $D_\sigma$ is the determinant of the two lowest free-electron orbitals and $d$ is the number of doubly occupied sites. Each determinant is the ground state of two free electrons of one spin on this chain, which also has nonpositive off-diagonal elements. By Section 5 it has one sign, chosen positive.

*Shift.* At most two sites are doubly occupied, so $\max H(x,x)=2U=8$ eV, and we take $\Lambda=8$ eV. Configurations with fewer double occupancies have $H(x,x)<\Lambda$, which secures convergence.

**One column.** Put the up electrons on sites 1, 2 and the down electrons on sites 1, 3. Site 1 is doubly occupied, so $H(x,x)=4$ eV. Four hops are possible:

| Hop | $\psi(x')/\psi(x)$ | $p$ |
|---|---|---|
| down 3→2 | 0.1640 | 0.0195 |
| down 3→4 | 1.6560 | 0.1969 |
| down 1→2 | 1.0650 | 0.1266 |
| up 2→3 | 1.5245 | 0.1813 |
| stay | 1 | 0.4757 |

The four hopping ratios add up to 4.4095, so $E_L=4-4.4095\approx-0.409$ eV and $b=8+0.409=8.409$ eV. Staying has probability $(8-4)/8.409=0.476$, and the hop of the up electron has $1.5245/8.409=0.181$. Two hops, down 3→2 and up 2→3, create a second double occupancy, and both carry the factor $g=0.5$. They differ through the determinant, which is about 3.05 times larger for sites 1, 3 than for sites 1, 2. The up hop gains this factor, $0.5\times3.05\approx1.52$, and the down hop loses it, $0.5/3.05\approx0.164$, which makes the down hop the least likely one.

Over all configurations $E_L$ runs from $-6.098$ to $-0.409$ eV. With $\Lambda=3.795$ eV, above every local energy but below 8 eV, the smallest weight is still $+4.20$ eV. Yet the "probability" of staying is negative for all 135 configurations with a double occupancy, where $H(x,x)\ge4$ eV exceeds $\Lambda$, and it reaches $-0.526$ for the 15 configurations with two. This is the failure described in Section 3.

**Projection.** Diagonalization gives $E_0=-4.4221$ eV ($-0.16251$ hartree) for this model. With 200 000 walks, the energies in eV are:

| $n$ | $\mathcal E_n$, matrix | $\mathcal E_n$, walks | standard error |
|---|---|---|---|
| 0 | −4.3052 | −4.3056 | 0.0013 |
| 10 | −4.4074 | −4.4065 | 0.0015 |
| 20 | −4.4189 | −4.4184 | 0.0016 |
| 30 | −4.4212 | −4.4185 | 0.0018 |

The walks agree with the matrix powers within 1.6 standard errors. The unweighted walk settles at $-4.3336$ eV, which is $\mathcal E_1$ and lies 0.088 eV above $E_0$.

The bound of Section 5 can be compared with these numbers. Here $r=0.97114$ and $c_0=0.9517$, so at $n=30$ the bound is

$$\frac{0.97114^{30}}{0.9517}\times0.1168\ \text{eV}\approx0.051\ \text{eV},$$

while the actual error of $\mathcal E_{30}$ relative to $E_0$ is 0.0009 eV. The bound allows for the slowest state of the whole spectrum, whatever its overlap with $\psi$. Here that state is the first excited one, since $r\mu_0=0.97114\times12.42\approx12.06$ eV exceeds $E_{\max}-\Lambda=10.69-8=2.69$ eV. Its share can be bounded from the observed error. For even $n$ the denominator $\sum_kc_k\mu_k^n$ is at most $\mu_0^n$ because $\sum_kc_k=1$, and keeping only the $k=1$ term of the numerator gives $\mathcal E_n-E_0\ge c_1(E_1-E_0)r^n$. At $n=30$, where $r^{30}\approx0.415$, this yields $c_1(E_1-E_0)\lesssim0.002$ eV. Almost all of the 0.1168 eV, to which the bound assigns the slowest rate, therefore belongs to other states. In fact the first excited state is a spin triplet with $c_1=0$, and the lowest excited state that $\psi$ overlaps decays by a factor 0.925 per step. Doubling $\Lambda$ raises $r$ to 0.98245, this factor to 0.955, and the error of $\mathcal E_{30}$ to 0.0044 eV.

The price of projection is the spread of the weights. The effective fraction of walks, $(\sum W)^2/(M\sum W^2)$ for $M$ walks, falls from 1 at $n=0$ to 0.64 at $n=30$.

## 7. When no choice of signs works

Condition (S) involves the signs of $\psi$, which we may choose. To decide whether a suitable choice exists, define $H_B$ with the diagonal of $H$ and off-diagonal elements $-|H(x',x)|$. Let $\phi$ be a normalized ground state of $H$. Then

$$E_0(H_B)\le\langle|\phi|\,|H_B|\,|\phi|\rangle\le\langle\phi|H|\phi\rangle=E_0(H).$$

The first step is the variational principle. The second holds term by term, because $-|\phi(x')H(x',x)\phi(x)|\le\phi(x')H(x',x)\phi(x)$.

*Equality holds if and only if some choice of signs satisfies (S).* If the energies are equal, $|\phi|$ is a ground state of $H_B$ and has no zeros, by Section 5. Equality term by term then gives $\phi(x')H(x',x)\phi(x)\le0$, so the signs of $\phi$ serve for $\psi$. Conversely, if signs $s$ satisfy (S), then $s(x')H(x',x)s(x)=H_B(x',x)$. This is a change of basis signs, and the spectra coincide.

**Sampling with signs.** If (S) fails, one can still move with the absolute values:

$$q(x'|x)=\frac{|G(x',x)|}{c(x)},\qquad c(x)=\sum_{x'}|G(x',x)|,$$

and multiply the weight by $c(x)$ and by the sign of $G(x',x)$. With (L) in force, $|G|$ is the kernel built from $H_B$ and $|\psi|$. The average sign, meaning the signed total weight divided by the unsigned one, is therefore

$$S_n=\frac{\langle\psi|(\Lambda-H)^n|\psi\rangle}{\langle|\psi|\,|(\Lambda-H_B)^n|\,|\psi|\rangle}
\ \propto\ \left[\frac{\Lambda-E_0(H)}{\Lambda-E_0(H_B)}\right]^n\quad(n\to\infty).$$

The last form holds when $\psi$ overlaps the ground state of $H$, $\Lambda>H(x,x)$ for some $x$, and $\Lambda-E_0$ dominates in the numerator. Section 5 no longer guarantees this dominance. The condition $\Lambda-E_0>E_{\max}-\Lambda$ must be imposed separately:

$$\Lambda>\tfrac12(E_0+E_{\max}).$$

For equal unsigned weights, $M$ signs of mean $S_n$ have variance $1-S_n^2$, so the relative error of the mean is $\sqrt{(1-S_n^2)/M}/S_n$. Unequal weights can only increase the relative error of the signed total weight, because $\langle W^2\rangle\ge\langle W\rangle^2$ for the unsigned weight $W$. To resolve the signed total weight when $S_n$ is small, $M$ must therefore greatly exceed $1/S_n^2$, which, under the conditions just stated, grows exponentially with $n$ whenever $E_0(H)>E_0(H_B)$, that is, when no choice of signs satisfies (S). The error of the energy also depends on the spread of $E_L$, and it vanishes if $\psi$ is an exact eigenstate.

**The triangle.** Let one particle hop on three sites with element $+t=+1$ eV and zero diagonal. Condition (S) would require $\psi_1\psi_2$, $\psi_2\psi_3$ and $\psi_3\psi_1$ all to be negative, but their product is $(\psi_1\psi_2\psi_3)^2>0$. The eigenvalues are $2$ eV for $(1,1,1)$ and $-1$ eV twice, while $E_0(H_B)=-2$ eV.

Take $\Lambda=2$ eV and $\psi=(1,-1,0.5)$. The squared length of $\psi$ is $2.25$, of which $0.5^2/3=1/12$ lies along $(1,1,1)$. There $\Lambda-H$ vanishes; on the remaining $13/6$ it equals 3 eV. For $|\psi|$ the part along $(1,1,1)$ is $2.5^2/3=25/12$, where $\Lambda-H_B$ equals 4 eV; on the remaining $1/6$ it equals 1 eV. For $n\ge1$,

$$S_n=\frac{3^n\cdot13/6}{4^n\cdot25/12+1/6},$$

which gives $S_1=6.5/8.5=0.765$ and $S_8=0.104$. Enumeration of all signed paths gives the same values.

The choice $\Lambda=0$ satisfies (L) but not $\Lambda>(−1+2)/2=0.5$ eV. The largest factor in magnitude is then $|0-2|$ eV, and the iteration converges to the highest energy, $+2$ eV.

**Closing the chain.** Join sites 6 and 1 of the Hubbard chain by the same hopping. An electron crossing this link passes the other electron of its spin in the site order, and the element becomes $+t$. Diagonalization gives $E_0(H)=-4.698$ eV and $E_0(H_B)=-5.217$ eV. Since they differ, no choice of signs for $\psi$ removes the problem. At $\Lambda=8$ eV, a guide that overlaps the ground state has the asymptotic sign factor

$$\frac{8+4.698}{8+5.217}=0.9607$$

per step, or 0.018 over 100 steps. The guide of Section 6 does not qualify: the ground state of the ring is a spin triplet, with which that guide has no overlap. The guide projects to the level at $-4.420$ eV instead, with the factor $(8+4.420)/(8+5.217)=0.9397$ per step, or 0.002 over 100 steps. The open chain has no such loss. The program published with these notes checks the factorization, the path averages and the sign decay on the triangle numerically; for the ring it takes the factor 0.9607 from the eigenvalues.

## Calculated quantities

```
Open Hubbard chain: sites, electrons: 6 4
t = 1.0 eV, U = 4.0 eV, guide factor g = 0.5
number of configurations: 225
Lambda = max H(x,x) = 8.0000 eV
local energy range: -6.0978 to -0.4094 eV
weight range: 8.4094 to 14.0978 eV
Too small Lambda = 3.7953 eV:
  smallest weight = 4.2047 eV
  smallest element of p = -0.5262
Column for up on sites 1,2 and down on sites 1,3:
  H(x,x) = 4.0000 eV, E_L = -0.4094 eV
  b = 8.4094 eV
  to up [1, 2] down [1, 2]: psi ratio 0.1640, p = 0.0195
  to up [1, 2] down [1, 3]: psi ratio 1.0000, p = 0.4757
  to up [1, 2] down [1, 4]: psi ratio 1.6560, p = 0.1969
  to up [1, 2] down [2, 3]: psi ratio 1.0650, p = 0.1266
  to up [1, 3] down [1, 3]: psi ratio 1.5245, p = 0.1813
E0 by diagonalization = -4.42207 eV = -0.162508 hartree
highest eigenvalue = 10.6915 eV
squared overlap of guide and ground state = 0.95174
unweighted walk, long time: -4.33362 eV
r at Lambda: 0.97114; r at twice Lambda: 0.98245
Number of walkers: 200000
n, E_n matrix (eV), E_n walks (eV), std error (eV), eff. fraction
   0 -4.30523 -4.30556 0.00132 1.0000
  10 -4.40736 -4.40652 0.00146 0.9012
  20 -4.41894 -4.41842 0.00161 0.7635
  30 -4.42120 -4.41846 0.00176 0.6441
E_n matrix at n = 100: -4.42207 eV
Two sites, guide (1, 2), Lambda = 0 eV:
  even n -0.8000 eV, odd n -1.2500 eV, E0 -1.0000 eV
Ring: E0 = -4.69836 eV, E0(H_B) = -5.21735 eV
  sign factor per step = 0.96073, after 100 steps = 1.821e-02
Triangle, hopping element +1.0 eV, guide (1, -1, 0.5):
  E0 = -1.0000 eV, Emax = 2.0000 eV, E0(H_B) = -2.0000 eV
  Lambda = 2.0 eV: sign factor per step = 0.7500
  average sign at n = 1: 0.76471
  average sign at n = 4: 0.32896
  average sign at n = 8: 0.10412
  energy at n = 60, Lambda = 2.0 eV: -1.0000 eV
  energy at n = 60, Lambda = 0 eV: 2.0000 eV
```
